**Coupled-perturbed Hartree-Fock response of water to a hydrogen displacement**

The program solves \(\sum_{bj}M_{ai,bj}U_{bj}=B_{ai}\) for the occupied-virtual rotations \(U_{ai}\), where \(dC/dx=CU\), \(M\) is one quarter of the second derivative of the energy with respect to real occupied-virtual rotations, and \(B\) contains the skeleton Fock and overlap derivatives. The elements \(U_{ia}\) then follow from \(U+U^T=-S^x\), with \(S^x\) the overlap derivative in the orbital basis. The occupied-occupied and virtual-virtual blocks are chosen symmetric, equal to \(-S^x/2\). It asserts that the analytic integral derivatives, \(U_{ai}\), the density derivative and the canonical occupied-orbital derivatives agree with finite differences of integrals and of separately converged RHF/6-31G calculations. It also asserts that \(M\) is positive and reproduces the energy curvature of an explicitly rotated determinant, and that \(B\) vanishes for a uniform translation. Two deliberately incomplete versions of the equations, one without the occupied-overlap term and one without the two-electron coupling, are required to give a wrong density derivative. The output shows a largest deviation of \(1.5\times10^{-7}\) bohr\(^{-1}\) for both \(U_{ai}\) and the density derivative. The dipole derivative is 0.254 \(e\), both from the response equations and from mixed differences of total energies in displacement and electric field.

## Verification by program

```python
"""
Coupled-perturbed RHF for a nuclear displacement in a moving atomic basis.
Result under test, with dC/dx = C U and real canonical reference orbitals:
    U + U^T = -Sx,  U_ij = -Sx_ij/2,  U_ab = -Sx_ab/2,
    sum_bj M_ai,bj U_bj = B_ai,
    M_ai,bj = delta_ab delta_ij (e_a-e_i) + 4(ai|bj) - (ab|ij) - (aj|ib),
    B_ai = -Fx_ai + e_i Sx_ai + sum_jk Sx_jk [2(ai|jk) - (aj|ik)].
i,j,k: occupied; a,b: virtual; e: orbital energies; Sx: overlap derivative;
Fx: Fock derivative at frozen AO density matrix. Atomic units throughout.
Example: water, RHF/6-31G, first hydrogen displaced along y.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from pyscf import gto, scf, lib

lib.num_threads(1)
POSITIONS = np.array([[0.0, 0.0, 0.0], [0.0, 1.4, 1.1], [0.0, -1.4, 1.1]])
MOVED_ATOM, AXIS = 1, 1


def molecule(shift=0.0):
    pos = POSITIONS.copy()
    pos[MOVED_ATOM, AXIS] += shift
    atoms = [[s, tuple(r)] for s, r in zip(("O", "H", "H"), pos)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)


def run_scf(mol, guess=None, field=0.0):
    """Converged RHF; a uniform field along y adds -field*dipole_y."""
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-9, 100
    core = mf.get_hcore() + field * mol.intor("int1e_r")[AXIS]
    mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    nuclear = -field * np.dot(mol.atom_charges(), mol.atom_coords()[:, AXIS])
    return mf, mf.e_tot + nuclear


def two_electron(eri, density):
    coulomb = np.einsum("pqrs,rs->pq", eri, density)
    exchange = np.einsum("prqs,rs->pq", eri, density)
    return coulomb - 0.5 * exchange


def core_hamiltonian(mol):
    return mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def skeleton_derivatives(mol, atom, density):
    """Analytic AO overlap and frozen-density Fock derivatives."""
    first, last = mol.aoslice_by_atom()[atom, 2:4]
    own = slice(first, last)
    ds = np.zeros_like(density)
    ds[own] = -mol.intor("int1e_ipovlp")[AXIS][own]
    with mol.with_rinv_at_nucleus(atom):
        dh = -mol.atom_charge(atom) * mol.intor("int1e_iprinv")[AXIS]
    dh[own] -= (mol.intor("int1e_ipkin") + mol.intor("int1e_ipnuc"))[AXIS][own]
    n = len(density)
    dg = np.zeros((n, n, n, n))
    dg[own] = -mol.intor("int2e_ip1")[AXIS][own]
    dg = dg + dg.transpose(1, 0, 2, 3)
    dg = dg + dg.transpose(2, 3, 0, 1)
    return ds + ds.T, dh + dh.T + two_electron(dg, density)


# Reference state; phases fixed by a positive largest AO coefficient.
mol0 = molecule()
mf0, energy0 = run_scf(mol0)
C, eps = mf0.mo_coeff.copy(), mf0.mo_energy.copy()
nbf = C.shape[0]
largest = np.argmax(np.abs(C), axis=0)
C *= np.sign(C[largest, np.arange(nbf)])
nocc = mol0.nelectron // 2
nvir = nbf - nocc
o, v = slice(0, nocc), slice(nocc, nbf)
P0 = 2 * C[:, o] @ C[:, o].T
S0 = mol0.intor("int1e_ovlp")
eri_ao = mol0.intor("int2e")
g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, C, C, C, C, optimize=True)

# Orbital Hessian and right-hand side.
M4 = 4 * g[v, o, v, o] - g[v, v, o, o].transpose(0, 2, 1, 3)
M4 = M4 - g[v, o, o, v].transpose(0, 2, 3, 1)
gaps = eps[v, None] - eps[None, o]
M = M4.reshape(nocc * nvir, nocc * nvir) + np.diag(gaps.ravel())


def right_hand_side(atom):
    s_ao, f_ao = skeleton_derivatives(mol0, atom, P0)
    s, f = C.T @ s_ao @ C, C.T @ f_ao @ C
    overlap_two = 2 * np.einsum("jk,aijk->ai", s[o, o], g[v, o, o, o])
    overlap_two -= np.einsum("jk,ajik->ai", s[o, o], g[v, o, o, o])
    overlap_one = s[v, o] * eps[None, o]
    rhs = -f[v, o] + overlap_one + overlap_two
    return rhs, s, f, overlap_one, overlap_two, s_ao, f_ao


B, Sx, Fx, term_one, term_two, Sx_ao, Fx_ao = right_hand_side(MOVED_ATOM)


def solve_rotations(rhs):
    return np.linalg.solve(M, rhs.ravel()).reshape(nvir, nocc)


def full_U(rotations):
    U = -0.5 * Sx
    U[v, o] = rotations
    U[o, v] = -Sx[o, v] - rotations.T
    return U


def density_derivative(U):
    half = 2 * C @ U[:, o] @ C[:, o].T
    return half + half.T


Uvo = solve_rotations(B)
U = full_U(Uvo)
Px = density_derivative(U)

# Separately converged calculations at displaced geometries.
# Occupied orbitals stay canonical. Canonical virtuals can turn rapidly with
# x, so they are rotated among themselves to the closest match with C.
step = 0.003
samples = {}
for k in (-2, -1, 1, 2):
    mol = molecule(k * step)
    mf, _ = run_scf(mol, P0)
    canonical = mf.mo_coeff
    canonical = canonical * np.sign(np.diag(C.T @ S0 @ canonical))
    smooth = canonical.copy()
    left, _, right = np.linalg.svd(canonical[:, v].T @ S0 @ C[:, v])
    smooth[:, v] = canonical[:, v] @ (left @ right)
    assert np.min(np.diag(C.T @ S0 @ smooth)) > 0.9
    frozen_fock = core_hamiltonian(mol) + two_electron(mol.intor("int2e"), P0)
    samples[k] = (smooth, 2 * smooth[:, o] @ smooth[:, o].T, mf.mo_energy,
                  mol.intor("int1e_ovlp"), frozen_fock,
                  mol.intor("int1e_r")[AXIS], canonical)


def difference(item):
    f = {k: samples[k][item] for k in samples}
    return (8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * step)


C_fd, P_fd, eps_fd, S_fd, F_fd, y_derivative, C_can_fd = map(
    difference, range(7))
U_fd = C.T @ S0 @ C_fd
U_can_fd = C.T @ S0 @ C_can_fd


def deviation(x, y):
    return np.max(np.abs(x - y))


dev_S, dev_F = deviation(Sx_ao, S_fd), deviation(Fx_ao, F_fd)
dev_sym = deviation(U_fd + U_fd.T, -Sx)
dev_sym_canonical = deviation(U_can_fd + U_can_fd.T, -Sx)
smallest_virtual_gap = np.min(np.diff(eps[v]))
dev_U, dev_P = deviation(Uvo, U_fd[v, o]), deviation(Px, P_fd)
assert dev_S < 1e-7 and dev_F < 1e-6
assert dev_sym < 1e-5
assert dev_U < 1e-5 and dev_P < 1e-5

# Complete first-order Fock matrix, built from the AO density response.
G = C.T @ two_electron(eri_ao, Px) @ C
fock_total = Fx + eps[:, None] * U + U.T * eps[None, :] + G
brillouin = np.max(np.abs(fock_total[v, o]))
assert brillouin < 1e-7

# Canonical derivatives recovered afterwards.
Q = Fx - Sx * eps[None, :] + G
dev_eps = deviation(np.diag(Q)[o], eps_fd[o])
assert dev_eps < 1e-5
canonical_oo = -0.5 * Sx[o, o]
for i in range(nocc):
    for j in range(nocc):
        if i != j:
            canonical_oo[i, j] = Q[i, j] / (eps[j] - eps[i])
dev_can = deviation(canonical_oo, U_fd[o, o])
assert dev_can < 1e-5
U_can = U.copy()
U_can[o, o] = canonical_oo
gauge_change = deviation(canonical_oo, U[o, o])
gauge_density = deviation(density_derivative(U_can), Px)
assert gauge_change > 1e-3 and gauge_density < 1e-9

# Curvature from energies of explicitly rotated determinants.
h_ao = core_hamiltonian(mol0)
direction = np.random.default_rng(4).normal(size=(nvir, nocc))
direction /= np.linalg.norm(direction)
K = np.zeros((nbf, nbf))
K[v, o], K[o, v] = direction, -direction.T


def rotated_energy(t):
    occ = (C @ expm(t * K))[:, o]
    dm = 2 * occ @ occ.T
    return np.sum(dm * (h_ao + 0.5 * two_electron(eri_ao, dm)))


t = 0.01
curv_energy = (rotated_energy(t) + rotated_energy(-t)
               - 2 * rotated_energy(0.0)) / t**2
curv_M = 4 * direction.ravel() @ M @ direction.ravel()
assert abs(curv_energy / curv_M - 1) < 1e-3
M_eigenvalues = np.linalg.eigvalsh(M)
assert deviation(M, M.T) < 1e-10 and M_eigenvalues[0] > 0

# A uniform translation must produce no rotation.
B_translation = sum(right_hand_side(atom)[0] for atom in range(3))
translation_max = np.max(np.abs(B_translation))
assert translation_max < 1e-8 and np.max(np.abs(B)) > 1e-3

# Deliberately incomplete equations.
U_no_overlap = full_U(solve_rotations(B - term_two))
U_uncoupled = full_U(B / gaps)
err_no_overlap = deviation(density_derivative(U_no_overlap), P_fd)
err_uncoupled = deviation(density_derivative(U_uncoupled), P_fd)
assert min(err_no_overlap, err_uncoupled) > 1e-3

# Dipole derivative against mixed differences of total energies.
y_ao = mol0.intor("int1e_r")[AXIS]
nuclear_part = float(mol0.atom_charge(MOVED_ATOM))
basis_part = -np.sum(P0 * y_derivative)


def response_part(matrix):
    return -np.sum(density_derivative(matrix) * y_ao)


dipole_x = nuclear_part + basis_part + response_part(U)
shift, field = 0.01, 0.001
mixed = 0.0
for sx in (-1, 1):
    for sf in (-1, 1):
        _, e = run_scf(molecule(sx * shift), P0, sf * field)
        mixed += sx * sf * e
dipole_energy = -mixed / (4 * shift * field)
assert abs(dipole_x - dipole_energy) < 2e-4
debye = 1e-21 / constants.c
to_debye_per_angstrom = constants.e * 1e-10 / debye

# Worked pair: fourth occupied orbital and lowest virtual orbital.
i, a = 3, 0
pair = a * nocc + i
coupling = M[pair] @ Uvo.ravel() - gaps[a, i] * Uvo[a, i]
print("Water RHF/6-31G; H1 moves along y")
for name, r in zip(("O", "H1", "H2"), POSITIONS):
    print(f"{name} position (bohr): {r[0]:.1f} {r[1]:.1f} {r[2]:.1f}")
print(f"basis functions, occupied, virtual: {nbf}, {nocc}, {nvir}")
print(f"elements of U; unknown rotations: {nbf**2}; {nocc*nvir}")
print(f"RHF energy (hartree): {energy0:.8f}")
print("occupied energies (hartree):", np.array2string(eps[o], precision=5))
print(f"lowest virtual energy (hartree): {eps[nocc]:.5f}")
print("Sx_ii, i=1..5 (1/bohr):",
      np.array2string(np.diag(Sx)[o], precision=5, suppress_small=True))
print("Pair i=4, a=6 (largest AO coefficient positive in each orbital)")
print(f"Sx_ai (1/bohr): {Sx[nocc+a, i]:.6f}")
print(f"-Fx_ai (hartree/bohr): {-Fx[nocc+a, i]:.6f}")
print(f"e_i Sx_ai (hartree/bohr): {term_one[a, i]:.6f}")
print(f"occupied-overlap term (hartree/bohr): {term_two[a, i]:.6f}")
print(f"B_ai (hartree/bohr): {B[a, i]:.6f}")
print(f"gap e_a-e_i (hartree): {gaps[a, i]:.6f}")
print(f"diagonal M_ai,ai (hartree): {M[pair, pair]:.6f}")
print(f"two-electron part of (M U)_ai (hartree/bohr): {coupling:.6f}")
print(f"uncoupled B_ai/gap (1/bohr): {B[a, i]/gaps[a, i]:.6f}")
print(f"coupled U_ai (1/bohr): {Uvo[a, i]:.6f}")
print(f"U_ai from displaced SCF (1/bohr): {U_fd[nocc+a, i]:.6f}")
print(f"U_ia = -Sx_ai-U_ai (1/bohr): {U[i, nocc+a]:.6f}")
print(f"U_ia from displaced SCF (1/bohr): {U_fd[i, nocc+a]:.6f}")
print("Checks: largest absolute deviations")
print(f"Sx, analytic vs difference (1/bohr): {dev_S:.1e}")
print(f"Fx, analytic vs difference (hartree/bohr): {dev_F:.1e}")
print(f"U+U^T vs -Sx, smooth virtuals (1/bohr): {dev_sym:.1e}")
print(f"U+U^T vs -Sx, canonical virtuals (1/bohr): {dev_sym_canonical:.1e}")
print(f"smallest gap between virtuals (hartree): {smallest_virtual_gap:.6f}")
print(f"U_ai, CPHF vs SCF difference (1/bohr): {dev_U:.1e}")
print(f"Px, CPHF vs SCF difference (1/bohr): {dev_P:.1e}")
print(f"largest element of Px (1/bohr): {np.max(np.abs(Px)):.5f}")
print(f"Px error without occupied-overlap term (1/bohr): {err_no_overlap:.5f}")
print(f"Px error without coupling (1/bohr): {err_uncoupled:.5f}")
print(f"remaining Fock derivative, vir-occ (hartree/bohr): {brillouin:.1e}")
print(f"canonical U_ij vs SCF difference (1/bohr): {dev_can:.1e}")
print(f"canonical minus symmetric U_ij, max (1/bohr): {gauge_change:.5f}")
print(f"resulting change of Px (1/bohr): {gauge_density:.1e}")
print(f"e_4 derivative, formula (hartree/bohr): {Q[3, 3]:.6f}")
print(f"e_4 derivative, SCF difference (hartree/bohr): {eps_fd[3]:.6f}")
print(f"lowest, highest eigenvalue of M (hartree): "
      f"{M_eigenvalues[0]:.5f}, {M_eigenvalues[-1]:.5f}")
print(f"rotation curvature, 4 k^T M k (hartree): {curv_M:.5f}")
print(f"rotation curvature, energies (hartree): {curv_energy:.5f}")
print(f"largest B_ai, H1 alone (hartree/bohr): {np.max(np.abs(B)):.5f}")
print(f"largest B_ai, translation (hartree/bohr): {translation_max:.1e}")
print("Dipole derivative d(mu_y)/d(y_H1)")
print(f"nuclear part (e): {nuclear_part:.5f}")
print(f"moving-basis part (e): {basis_part:.5f}")
print(f"density-response part (e): {response_part(U):.5f}")
print(f"total from CPHF (e): {dipole_x:.5f}")
print(f"total from mixed energy difference (e): {dipole_energy:.5f}")
print(f"total from CPHF (debye/angstrom): {dipole_x*to_debye_per_angstrom:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Water RHF/6-31G; H1 moves along y
O position (bohr): 0.0 0.0 0.0
H1 position (bohr): 0.0 1.4 1.1
H2 position (bohr): 0.0 -1.4 1.1
basis functions, occupied, virtual: 13, 5, 8
elements of U; unknown rotations: 169; 40
RHF energy (hartree): -75.98333866
occupied energies (hartree): [-20.55797  -1.36562  -0.71725  -0.56447  -0.50264]
lowest virtual energy (hartree): 0.20696
Sx_ii, i=1..5 (1/bohr): [-0.00015 -0.0813   0.03433 -0.0347   0.     ]
Pair i=4, a=6 (largest AO coefficient positive in each orbital)
Sx_ai (1/bohr): -0.027666
-Fx_ai (hartree/bohr): -0.045218
e_i Sx_ai (hartree/bohr): 0.015617
occupied-overlap term (hartree/bohr): -0.000785
B_ai (hartree/bohr): -0.030387
gap e_a-e_i (hartree): 0.771432
diagonal M_ai,ai (hartree): 0.488994
two-electron part of (M U)_ai (hartree/bohr): 0.012217
uncoupled B_ai/gap (1/bohr): -0.039390
coupled U_ai (1/bohr): -0.055227
U_ai from displaced SCF (1/bohr): -0.055227
U_ia = -Sx_ai-U_ai (1/bohr): 0.082893
U_ia from displaced SCF (1/bohr): 0.082893
Checks: largest absolute deviations
Sx, analytic vs difference (1/bohr): 5.8e-12
Fx, analytic vs difference (hartree/bohr): 1.9e-11
U+U^T vs -Sx, smooth virtuals (1/bohr): 9.7e-11
U+U^T vs -Sx, canonical virtuals (1/bohr): 1.5e-04
smallest gap between virtuals (hartree): 0.021478
U_ai, CPHF vs SCF difference (1/bohr): 1.5e-07
Px, CPHF vs SCF difference (1/bohr): 1.5e-07
largest element of Px (1/bohr): 0.16177
Px error without occupied-overlap term (1/bohr): 0.03266
Px error without coupling (1/bohr): 0.04403
remaining Fock derivative, vir-occ (hartree/bohr): 6.1e-16
canonical U_ij vs SCF difference (1/bohr): 7.6e-08
canonical minus symmetric U_ij, max (1/bohr): 0.44166
resulting change of Px (1/bohr): 1.1e-16
e_4 derivative, formula (hartree/bohr): 0.069638
e_4 derivative, SCF difference (hartree/bohr): 0.069638
lowest, highest eigenvalue of M (hartree): 0.36628, 21.62265
rotation curvature, 4 k^T M k (hartree): 23.72960
rotation curvature, energies (hartree): 23.72945
largest B_ai, H1 alone (hartree/bohr): 0.11140
largest B_ai, translation (hartree/bohr): 1.1e-14
Dipole derivative d(mu_y)/d(y_H1)
nuclear part (e): 1.00000
moving-basis part (e): -0.30545
density-response part (e): -0.44091
total from CPHF (e): 0.25365
total from mixed energy difference (e): 0.25364
total from CPHF (debye/angstrom): 1.2183
ALL CHECKS PASSED
```
